# Why six path images miss a quartic switching barrier's top: verification in Python

```python
# Result under test: a quartic double well with equal minima, sampled by six
# equally spaced images including both minima, has its highest image at
# 0.9216 of the true barrier, an underestimate of 7.84 percent.
# Symbols: u = path coordinate (minima at -1 and +1, top at 0),
# barrier = true barrier per cell, x0 = displacement from midpoint to minimum,
# Ps = polarization at a minimum, volume = cell volume.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicHermiteSpline
from scipy.linalg import null_space, eigh_tridiagonal
from scipy.optimize import brentq


def well(u):
    return (1 - u**2)**2


def even_rule(n):
    return 2 / (n - 1)**2 - 1 / (n - 1)**4


# Rebuild the quartic only from equal energies and zero slopes at the minima.
for a, b in [(-1.0, 1.0), (0.3, 1.7), (-2.0, 0.5)]:
    rows = []
    for x in (a, b):
        rows.append([x**4, x**3, x**2, x, 1.0])
        rows.append([4 * x**3, 3 * x**2, 2 * x, 1.0, 0.0])
    kernel = null_space(np.array(rows))
    assert kernel.shape[1] == 1
    poly = kernel[:, 0] / kernel[0, 0]
    stationary = np.sort(np.roots(np.polyder(poly)).real)
    top_energy = np.polyval(poly, stationary[1])
    assert abs(stationary[1] - (a + b) / 2) < 1e-7
    assert abs(top_energy / ((b - a) / 2)**4 - 1) < 1e-8
    sampled = np.polyval(poly, np.linspace(a, b, 6))
    missing = 1 - sampled.max() / top_energy
    assert abs(missing - 0.0784) < 1e-8

# Even and odd numbers of images, by explicit sampling.
sampling_errors = {}
for n in range(3, 14):
    sampling_errors[n] = 1 - well(np.linspace(-1, 1, n)).max()
    expected = even_rule(n) if n % 2 == 0 else 0.0
    assert abs(sampling_errors[n] - expected) < 1e-12

# Six-image nudged elastic band on a surface with a stiff sideways direction.
start_u = np.array([-1.0, -0.8, -0.1, 0.3, 0.5, 1.0])
band = np.column_stack([start_u, 0.3 * (1 - start_u**2)])
for _ in range(5000):
    tangent = band[2:] - band[:-2]
    tangent /= np.linalg.norm(tangent, axis=1)[:, None]
    u, w = band[1:-1].T
    gradient = np.column_stack([-4 * u * (1 - u**2), 10 * w])
    along = np.sum(gradient * tangent, axis=1)[:, None] * tangent
    gaps = np.linalg.norm(np.diff(band, axis=0), axis=1)
    spring = 5 * (gaps[1:] - gaps[:-1])[:, None] * tangent
    band[1:-1] += 0.01 * (along - gradient + spring)
band_energy = well(band[:, 0]) + 5 * band[:, 1]**2
assert np.max(np.abs(band[:, 1])) < 1e-6
assert abs(band_energy.max() - 0.9216) < 1e-6

# Cubic interpolation from energies and slopes of the two central images.
central = np.array([-0.2, 0.2])
step = 1e-5
slopes = (well(central + step) - well(central - step)) / (2 * step)
cubic = CubicHermiteSpline(central, well(central), slopes)
interpolated = cubic(np.linspace(-0.2, 0.2, 401)).max()
assert abs(interpolated - 0.9984) < 1e-7

# Example: rough values in the regime of ferroelectric hafnia.
eV = const.e
barrier = 0.4 * eV
volume = 0.134e-27
Ps = 0.50
x0 = 0.05e-9
mass = 4 * 16 * const.atomic_mass
temperature = 300.0
field = 1e8
kT = const.k * temperature
images = np.linspace(-1, 1, 6)
image_energy = barrier * well(images)
missing_energy = barrier - image_energy.max()
rate_factor = np.exp(missing_energy / kT)

# Sixth-order change of shape that keeps the minima and the barrier height.
shape_errors = {}
fine = np.linspace(-1.3, 1.3, 2601)
for c in (-0.5, 0.5):
    shaped = well(fine) * (1 + c * fine**2)
    inside = np.abs(fine) <= 1
    assert abs(shaped[inside].max() - 1) < 1e-9
    assert shaped.min() > -1e-9
    shape_errors[c] = 1 - (well(images) * (1 + c * images**2)).max()

# Path bowed sideways by w = bow*(1-u^2); images evenly spaced in arc length.
bow = 0.5


def arc(u_end):
    return quad(lambda s: np.sqrt(1 + (2 * bow * s)**2), 0, u_end)[0]


u_bowed = brentq(lambda s: arc(s) - arc(1.0) / 5, 0, 1)
bowed_error = 1 - well(u_bowed)
dense_u = np.linspace(-1, 1, 20001)
pieces = np.hypot(np.diff(dense_u), np.diff(bow * (1 - dense_u**2)))
length = np.concatenate([[0], np.cumsum(pieces)])
even_u = np.interp(np.linspace(0, length[-1], 6), length, dense_u)
assert abs(1 - well(even_u).max() - bowed_error) < 1e-6

# Applied field: barrier out of the unfavoured well.
tilt = Ps * volume * field


def tilted(s):
    return barrier * well(s) - tilt * s


def stationary_points(q):
    return np.roots([4.0, 0.0, -4.0, -q / barrier])


left, top, right = np.sort(stationary_points(tilt).real)
field_barrier = tilted(top) - tilted(left)
field_images = tilted(np.linspace(left, right, 6))
field_error = 1 - (field_images.max() - tilted(left)) / field_barrier
series = barrier - tilt + 3 * tilt**2 / (16 * barrier)
assert abs(field_barrier - series) < 1e-4 * eV

# Uniform coercive field: the unfavoured well vanishes just above it.
coercive = 8 * barrier / (3 * np.sqrt(3) * Ps * volume)
for scale, count in ((0.999, 3), (1.001, 1)):
    roots = stationary_points(Ps * volume * coercive * scale)
    assert np.sum(np.abs(roots.imag) < 1e-9) == count
cells = (5e-9)**3 / volume
coherent_barrier = cells * barrier

# Zero-point energy: harmonic formula against diagonalization.
omega_well = np.sqrt(8 * barrier / (mass * x0**2))
omega_top = np.sqrt(4 * barrier / (mass * x0**2))
h = 1e-3
curv_well = (well(1 + h) - 2 * well(1.0) + well(1 - h)) / h**2
curv_top = (well(h) - 2 * well(0.0) + well(-h)) / h**2
assert abs(curv_well - 8) < 1e-4 and abs(curv_top + 4) < 1e-4
zero_point = const.hbar * omega_well / 2
grid = np.linspace(-1.8, 1.8, 1801)
kinetic = const.hbar**2 / (2 * mass * x0**2 * (grid[1] - grid[0])**2)
diagonal = (2 * kinetic + barrier * well(grid)) / eV
off_diagonal = np.full(grid.size - 1, -kinetic / eV)
ground = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                          select='i', select_range=(0, 0))[0]
assert abs(ground * eV / zero_point - 1) < 0.02

# Tunnelling through a parabolic top, averaged over thermal energies.
theta = const.hbar * omega_top / kT
tunnelling = (theta / 2) / np.sin(theta / 2)


def thermal_flux(y):
    return np.exp(-y) / (1 + np.exp(-2 * np.pi * y / theta))


flux = quad(thermal_flux, -20, 0)[0] + quad(thermal_flux, 0, 50)[0]
assert abs(flux - tunnelling) < 1e-6

# Thermal mean of u within one well.
weight = quad(lambda s: np.exp(-barrier * well(s) / kT), 0, 2)[0]
moment = quad(lambda s: s * np.exp(-barrier * well(s) / kT), 0, 2)[0]
mean_u = moment / weight
assert abs(mean_u - (1 - 3 * kT / (16 * barrier))) < 0.002

print(f"True barrier per cell: {barrier/eV:.4f} eV")
print(f"Cell volume: {volume*1e27:.3f} nm^3")
print(f"Polarization at a minimum: {Ps*100:.1f} uC/cm2")
print(f"Oxygen displacement x0: {x0*1e9:.3f} nm")
print(f"Moving mass: {mass/const.atomic_mass:.1f} u")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT/eV:.5f} eV")
for number, (u, energy) in enumerate(zip(images, image_energy), 1):
    print(f"Image {number}: u = {u:.1f}, energy = {energy/eV:.5f} eV")
print(f"Highest image / true barrier: {image_energy.max()/barrier:.4f}")
print(f"Underestimate: {100*missing_energy/barrier:.2f} percent")
print(f"Missing energy: {missing_energy/eV:.5f} eV")
print(f"Correction factor: {barrier/image_energy.max():.4f}")
print(f"Boltzmann rate factor of the error: {rate_factor:.2f}")
for n in (4, 5, 6, 7, 8, 10, 12):
    print(f"Underestimate, {n} images: {100*sampling_errors[n]:.2f} percent")
print(f"Relaxed band, highest / barrier: {band_energy.max():.4f}")
print(f"Cubic with slopes / barrier: {interpolated:.4f}")
print(f"Cubic with slopes, barrier: {interpolated*barrier/eV:.5f} eV")
for c, error in shape_errors.items():
    print(f"Underestimate, shape c = {c:+.1f}: {100*error:.2f} percent")
print(f"Bowed path (bow {bow:.1f}), central |u|: {u_bowed:.4f}")
print(f"Bowed path, underestimate: {100*bowed_error:.2f} percent")
print(f"Applied field: {field/1e8:.1f} MV/cm")
print(f"Field energy Ps*V*F: {tilt/eV:.4f} eV")
print(f"Barrier in the field: {field_barrier/eV:.4f} eV")
print(f"Underestimate in the field: {100*field_error:.2f} percent")
print(f"Zero-point energy, harmonic: {zero_point/eV:.5f} eV")
print(f"Ground level, diagonalized: {ground:.5f} eV")
print(f"Tunnelling rate factor: {tunnelling:.4f}")
print(f"Mean polarization / Ps in one well: {mean_u:.4f}")
print(f"Uniform coercive field: {coercive/1e8:.2f} MV/cm")
print(f"Cells in a 5 nm cube: {cells:.0f}")
print(f"Barrier of the cube as one unit: {coherent_barrier/eV:.0f} eV")
print("finished without a failed check")
```

Running it gives:

```
True barrier per cell: 0.4000 eV
Cell volume: 0.134 nm^3
Polarization at a minimum: 50.0 uC/cm2
Oxygen displacement x0: 0.050 nm
Moving mass: 64.0 u
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Image 1: u = -1.0, energy = 0.00000 eV
Image 2: u = -0.6, energy = 0.16384 eV
Image 3: u = -0.2, energy = 0.36864 eV
Image 4: u = 0.2, energy = 0.36864 eV
Image 5: u = 0.6, energy = 0.16384 eV
Image 6: u = 1.0, energy = 0.00000 eV
Highest image / true barrier: 0.9216
Underestimate: 7.84 percent
Missing energy: 0.03136 eV
Correction factor: 1.0851
Boltzmann rate factor of the error: 3.36
Underestimate, 4 images: 20.99 percent
Underestimate, 5 images: 0.00 percent
Underestimate, 6 images: 7.84 percent
Underestimate, 7 images: 0.00 percent
Underestimate, 8 images: 4.04 percent
Underestimate, 10 images: 2.45 percent
Underestimate, 12 images: 1.65 percent
Relaxed band, highest / barrier: 0.9216
Cubic with slopes / barrier: 0.9984
Cubic with slopes, barrier: 0.39936 eV
Underestimate, shape c = -0.5: 9.68 percent
Underestimate, shape c = +0.5: 6.00 percent
Bowed path (bow 0.5), central |u|: 0.2276
Bowed path, underestimate: 10.09 percent
Applied field: 1.0 MV/cm
Field energy Ps*V*F: 0.0418 eV
Barrier in the field: 0.3590 eV
Underestimate in the field: 5.62 percent
Zero-point energy, harmonic: 0.01446 eV
Ground level, diagonalized: 0.01439 eV
Tunnelling rate factor: 1.0265
Mean polarization / Ps in one well: 0.9870
Uniform coercive field: 14.73 MV/cm
Cells in a 5 nm cube: 933
Barrier of the cube as one unit: 373 eV
finished without a failed check
```
